# Bloch instability of Ising walls and splitting into 90° walls

Consider a planar 180° wall in a ferroelectric with two equivalent polarization components, isotropic gradient energy and the quartic terms $\tfrac b4(P_x^4+P_y^4)+\tfrac c2P_x^2P_y^2$. The Ising wall, in which $P_x$ reverses through zero while $P_y=0$, joins stable domains and is itself unstable to the growth of $P_y$ precisely for

$$1<\frac cb<3 .$$

The lower limit keeps the $P_x$ domains stable, and the upper limit is the threshold of the wall itself. The polarization then rotates through the wall, as in a Bloch wall. The instability does not, however, fix a finite width. The state $P_y=\pm P_0$ in the core has the same energy as the domains, so the wall lowers its energy by splitting into two 90° walls, which repel at large separation. A Bloch wall of finite width needs a further energy that disfavours the core.

The free-energy density is

$$f=-\frac a2(P_x^2+P_y^2)+\frac b4(P_x^4+P_y^4)+\frac c2P_x^2P_y^2+\frac g2\left(|\nabla P_x|^2+|\nabla P_y|^2\right),$$

with $a,b,g>0$. The wall normal is $z$ and the polarization stays in the $xy$ plane, so $\nabla\cdot\mathbf P=0$ and there is no bound charge. Strain and flexoelectric coupling are left out. This limits the use of the result for real crystals: with electrostriction, a core polarized along $y$ generally has a different in-plane spontaneous strain from the domains. Clamping by the domains then costs elastic energy in proportion to the core width, so the free splitting found here need not occur. In perovskites this cost can exceed the energies kept in the model: a rough estimate with typical constants for PbTiO$_3$ puts it, for a core with unrelaxed polarization, at several times the depth of the Landau well. Clamping also changes the terms in $P_x^2$ and $P_y^2$ inside the wall, so the window for $c/b$ shifts as well; the limits 1 and 3 belong to the model without strain. Let $P_0=\sqrt{a/b}$, $\xi=\sqrt{g/a}$ and $\gamma=c/b$. I write $x=P_x/P_0$, $y=P_y/P_0$, and measure $z$ in $\xi$, energy density in $a^2/b$ and wall energy in $\xi a^2/b$. Relative to the domains $x=\pm1$, $y=0$, whose density is $-\tfrac14$, the wall energy is

$$E=\int\left[\tfrac12(x'^2+y'^2)+V\right]dz,\qquad V=\tfrac14(1-x^2-y^2)^2+\tfrac12(\gamma-1)x^2y^2 .$$

For $\gamma>1$ both terms of $V$ are non-negative and vanish together only at the four states $(\pm1,0)$, $(0,\pm1)$. For $-1<\gamma<1$ the diagonal states $x^2=y^2=1/(1+\gamma)$ have $V=(\gamma-1)/[4(1+\gamma)]<0$, and the $P_x$ domains are no longer the ground state. Hence $\gamma>1$ from here on.

Setting the variation of $E$ to zero gives

$$x''=-x+x^3+\gamma xy^2,\qquad y''=-y+y^3+\gamma x^2y .$$

With $y=0$ the wall is $x_0=t\equiv\tanh(z/\sqrt2)$, because $t'=(1-t^2)/\sqrt2$ gives $t''=-\sqrt2\,t\,t'=-t+t^3$. Its gradient and potential energies are equal, so

$$\sigma_I=\int\tfrac12(1-t^2)^2dz=\frac{\sqrt2}{2}\int_{-1}^{1}(1-t^2)\,dt=\frac{2\sqrt2}{3}.$$

To second order a small $y$ adds $\tfrac12\int y\,Ly\,dz$, with

$$L=-\frac{d^2}{dz^2}-1+\gamma t^2 .$$

Small changes of $x$ decouple from $y$ at this order. They do not lower the energy, since their operator has the nodeless zero mode $x_0'$. A modulation of $y$ along the wall only adds gradient energy. The sign of the lowest eigenvalue of $L$ therefore decides stability. Define $A=d/dz+(s/\sqrt2)\,t$, whose adjoint is $A^\dagger=-d/dz+(s/\sqrt2)\,t$. Then

$$A^\dagger A=-\frac{d^2}{dz^2}-\frac{s}{\sqrt2}t'+\frac{s^2}{2}t^2=-\frac{d^2}{dz^2}-\frac s2+\frac{s(s+1)}2t^2 .$$

Choosing the positive root of $s(s+1)=2\gamma$ gives $L=A^\dagger A+\tfrac s2-1$. Since $A^\dagger A\ge0$, and $A\phi=0$ has the normalizable solution $\phi=\mathrm{sech}^s(z/\sqrt2)$, the lowest eigenvalue is

$$\lambda=\frac{s-2}{2},\qquad s=\frac{-1+\sqrt{1+8\gamma}}2 .$$

It is negative when $s<2$, that is when $2\gamma<6$. This is the upper limit $\gamma<3$. In the core $P_x$ is small, and $P_y$ gains from the negative quadratic term; outside, the coupling $c$ makes it costly. The mode grows if the gain exceeds this cost and that of confining $P_y$ to the wall.

The value 3 depends on equal gradient coefficients. If that of $P_y$ is $\rho g$, then $L/\rho=A^\dagger A+\tfrac s2-\tfrac1\rho$ with $s(s+1)=2\gamma/\rho$. Instability needs $s<2/\rho$, or $\gamma<1+2/\rho$. A stiffer $P_y$ narrows the window.

At $\gamma=3$ the whole problem separates. With $u=x+y$ and $v=x-y$,

$$V=\tfrac18\left[(1-u^2)^2+(1-v^2)^2\right],\qquad \tfrac12(x'^2+y'^2)=\tfrac14(u'^2+v'^2),$$

so $E$ is half the sum of two single-component wall energies. For a wall from $x=-1$ to $x=1$, both $u$ and $v$ run from $-1$ to $1$. Completing the square,

$$\tfrac12u'^2+\tfrac14(1-u^2)^2=\tfrac12\left(u'-\frac{1-u^2}{\sqrt2}\right)^2+\frac{(1-u^2)u'}{\sqrt2},$$

shows that each single-component energy is at least $2\sqrt2/3$, with equality for a tanh kink at any position. Thus $E\ge\sigma_I$, and the displaced pair

$$u=\tanh\frac{z+d/2}{\sqrt2},\qquad v=\tanh\frac{z-d/2}{\sqrt2}$$

has energy $\sigma_I$ for every separation $d$. At $d=0$ it is the Ising wall. At large $d$ it consists of two 90° walls with $y\simeq1$ between them.

For $\gamma>3$ the potential exceeds that at $\gamma=3$ by $\tfrac12(\gamma-3)x^2y^2\ge0$, so every wall still has $E\ge\sigma_I$. Equality requires two tanh kinks with $xy=(u^2-v^2)/4=0$ everywhere, hence $d=0$. In this range the Ising wall is the absolute minimum.

For $1<\gamma<3$ the same pair is a trial path, with energy

$$E(d)=\sigma_I-\frac{3-\gamma}{2}I(d),\qquad I(d)=\int x^2y^2dz=\frac1{16}\int(u^2-v^2)^2dz .$$

Put $q=z/\sqrt2$, $D=d/\sqrt2$, $\alpha=q+D/2$ and $\beta=q-D/2$. Then $u^2-v^2=\mathrm{sech}^2\beta-\mathrm{sech}^2\alpha$. The squared terms each integrate to $4/3$ over $q$. For the cross term, $\tanh\alpha-\tanh\beta=\sinh D\,\mathrm{sech}\,\alpha\,\mathrm{sech}\,\beta$ and $1-\tanh\alpha\tanh\beta=(\tanh\alpha-\tanh\beta)\coth D$ give

$$\mathrm{sech}^2\alpha\,\mathrm{sech}^2\beta=\frac{2\coth D\,(\tanh\alpha-\tanh\beta)-\mathrm{sech}^2\alpha-\mathrm{sech}^2\beta}{\sinh^2D}.$$

The difference of tanh functions integrates to $2D$ and each $\mathrm{sech}^2$ to 2. Hence

$$I(d)=\frac{\sqrt2}{16}\left[\frac83-\frac{8(D\coth D-1)}{\sinh^2D}\right].$$

The subtracted overlap of two even bumps, each falling away from its centre, decreases as they separate. So $I$ rises steadily from zero, as $\sqrt2\,d^2/30$ at small $d$, to $\sqrt2/6$. The energy falls all the way: there is a path without a barrier from the Ising wall to two separate 90° walls.

A better bound on the 90° wall energy $\sigma_{90}$ follows from the straight path $x=(1+v)/2$, $y=(1-v)/2$ with $v=\tanh(z/\sqrt2\ell)$. On it $V=(1+\gamma)(1-v^2)^2/32$, and

$$E=\frac{\sqrt2}{6\ell}+\frac{\sqrt2(1+\gamma)\ell}{24}.$$

The minimum, at $\ell=2/\sqrt{1+\gamma}$, gives

$$\sigma_{90}\le\frac{\sqrt2}{6}\sqrt{1+\gamma},\qquad \frac{2\sigma_{90}}{\sigma_I}\le\frac{\sqrt{1+\gamma}}2<1\quad(\gamma<3).$$

Two distant 90° walls are therefore cheaper than one Ising wall throughout the window.

It remains to ask whether they stop at a finite distance. Near the core state $(0,1)$ write $y=1-\eta$. At distance $s$ from the centre of a 90° wall (from here on $s$ is this distance), $x''\simeq\mu^2x$ with $\mu=\sqrt{\gamma-1}$, so $x\simeq Ce^{-\mu s}$. The deviation obeys $\eta''\simeq2\eta-\gamma x^2$ and decays as the slower of $e^{-\sqrt2s}$ and $e^{-2\mu s}$, with an extra factor $s$ at $\gamma=3/2$, where the two rates coincide. In every case this is faster than $e^{-\mu s}$, because $\mu<\sqrt2$ for $\gamma<3$. Midway between two walls a distance $d$ apart the $x$ tails have opposite signs. They add to $x=2Ce^{-\mu d/2}\sinh\mu z$, with slope $x'(0)=2\mu Ce^{-\mu d/2}$.

A static wall has $\tfrac12(x'^2+y'^2)=V$ at every $z$, since the difference is constant and vanishes in the domains. At the midpoint, where $x=y'=0$, this would require $\tfrac12x'(0)^2=\tfrac14(1-y^2)^2\simeq\eta(0)^2$. For large $d$ the left side is much larger, so no equilibrium exists there. To find the direction of motion, take relaxational dynamics $\partial_t\mathbf P=-\Gamma\,\delta F/\delta\mathbf P$, where $F$ is the integral of $f$, with time in units of $1/(\Gamma a)$. Multiply the reduced equation by the spatial derivative of the profile and integrate over $z>0$. For a right-hand wall moving rigidly at speed $U$ this gives

$$U\sigma_{90}\simeq\tfrac12x'(0)^2-\eta(0)^2\simeq2\mu^2C^2e^{-\mu d},$$

where $\int(x'^2+y'^2)dz=\sigma_{90}$, because the gradient and potential energies of a single wall are equal. The speed is outward: the walls repel, and $\dot d=2U$ falls exponentially with distance.

At intermediate $d$ I have numerical evidence rather than a proof. A minimizing wall may be taken symmetric, with $x$ odd and $y$ even: cut it where $x=0$ and join the cheaper half to its mirror image. It may also be taken with $y>0$, since replacing $y$ by $|y|$ costs nothing, and a zero crossing would leave a kink that no minimizer can have. It must then start from $x=0$, $y=y_0$, $y'=0$ and $x'=|1-y_0^2|/\sqrt2$. If $y_0=1$, then $x'=0$ and the solution stays in the core state for all $z$. If $y_0>1$, then $y''=y(y^2-1+\gamma x^2)>0$ and $y$ grows without return. For $0<y_0<1$ I integrated the equations by a high-order Runge–Kutta method from 19 values of $y_0$ between 0.05 and 0.95, at each of $\gamma=1.2,\,1.6,\,2.0,\,2.4$ and $2.8$. In all 95 cases $y$ fell through zero at finite $z$, so none of these starts is a minimizing wall.

A finite Bloch wall appears when the degeneracy is lifted. As the simplest model, add $\tfrac k2P_y^2$ with $k>0$, and let $\kappa=k/a$. This leaves the Ising profile unchanged and adds $\kappa$ to $\lambda$, so the Ising wall is linearly unstable for $\kappa<-\lambda$, with $\lambda$ taken at zero bias. The core now costs about $\kappa/2$ per unit length, and this pulls the 90° walls together. The midpoint condition becomes $2\mu^2C^2e^{-\mu d}\simeq\kappa/2$, or

$$d\simeq\frac1\mu\ln\frac{4\mu^2C^2}{\kappa}\qquad(\kappa\to0).$$

The separation diverges only logarithmically as the bias vanishes. For $\gamma>3/2$ the neglected $\eta(0)^2$ is smaller than the terms kept by a factor of order $\kappa^{\sqrt2/\mu-1}$. This exponent vanishes as $\gamma\to3$, so near the upper limit the law holds only at extremely small bias.

As an example take round model parameters: $a=10^8\ \mathrm{J\,m\,C^{-2}}$, $b=10^9\ \mathrm{J\,m^5\,C^{-4}}$, $c=2b$ and $g=10^{-10}\ \mathrm{J\,m^3\,C^{-2}}$. Then $P_0=\sqrt{0.1}=0.316\ \mathrm{C\,m^{-2}}$, $\xi=\sqrt{10^{-18}}\ \mathrm m=1$ nm, and the unit of wall energy is $10^{-9}\times10^{16}/10^{9}\ \mathrm{J\,m^{-2}}=10\ \mathrm{mJ\,m^{-2}}$. The Ising wall costs $0.9428\times10=9.43\ \mathrm{mJ\,m^{-2}}$. With $\gamma=2$ the mode index is $(-1+\sqrt{17})/2=1.562$, so $\lambda=-0.219$ in units of $a$, and the critical bias is $\kappa=0.219$.

Solving the 90° wall as a boundary-value problem by collocation gives $\sigma_{90}=3.87\ \mathrm{mJ\,m^{-2}}$. Two such walls cost $7.75\ \mathrm{mJ\,m^{-2}}$, which is 82% of the Ising energy; the straight-path bound is $8.16\ \mathrm{mJ\,m^{-2}}$. The same ratio is 0.44 at $\gamma=1.2$ and 0.93 at $\gamma=2.5$. The gain is large near $\gamma=1$, where the polarization rotates almost freely, and vanishes at $\gamma=3$.

The tail of the computed wall has $C=0.955$. For $\kappa=10^{-3}$ the law above gives $d=\ln(4\times0.955^2/10^{-3})=8.20$ nm. Solving the full equations with bias gives the following separations between the points where $|P_x|=P_y$:

| $\kappa$ | $d$, full (nm) | $d$, leading law (nm) | $P_y(0)/P_0$ |
|---|---|---|---|
| $10^{-2}$ | 5.51 | 5.90 | 0.954 |
| $10^{-3}$ | 8.06 | 8.20 | 0.992 |
| $10^{-4}$ | 10.45 | 10.50 | 0.998 |

Neglecting $\eta(0)$ accounts for 55%, 78% and 89% of the overestimate of $d$ at the three biases. Most of the rest comes from the estimate of the midpoint slope $x'(0)$, chiefly from replacing the $x$ tail of each wall by the pure exponential $Ce^{-\mu s}$. For $\gamma=2$ and no bias, the tail of one wall is $\eta=Ke^{-\sqrt2s}-C^2e^{-2s}$, the second term being the response to the source $2x^2$; the computed profile gives $K=1.334$. Between two walls with bias, $\eta''=2\eta-\kappa-2x^2$ with $x=2Ce^{-d/2}\sinh z$, whose solution at the midpoint is

$$\eta(0)=2Ke^{-d/\sqrt2}+\frac\kappa2-4C^2e^{-d}.$$

Inserting $y=1-\eta(0)$ in the biased potential at the midpoint, and equating the result to $2C^2e^{-d}$, gives $d=5.69$, 8.09 and 10.46 nm for the three biases. The relative correction to the balance, $\eta(0)^2/(\kappa/2)$, scales as $\kappa^{\sqrt2-1}$, which explains the slow convergence.

Without bias, I followed the relaxation of an Ising wall with a seed in the shape of the unstable mode $\phi$ and of height $P_y=10^{-3}P_0$ at its centre, by finite differences with a step of 0.2 nm. The seed first grows at the rate 0.219, in agreement with $-\lambda$. The separation is then 4.24, 5.90, 6.99 and 7.89 nm at times 50, 100, 200 and 400. Removing the mesh error raises the first two values by 0.01 nm, and the early values depend on the shape of the seed, by up to 0.5 nm at time 50. Integrating $\dot d=4C^2e^{-d}/\sigma_{90}$ from time 200, with $\sigma_{90}=0.387$ in reduced units, gives $e^d=1083+9.4\times200$ at time 400, or $d=7.99$ nm. Near $d=7.5$ nm the neglected $\eta(0)^2$ weakens the repulsion by about 13%, which lowers the estimate to 7.91 nm; the computed speed there is about 16% below the leading law. The energy is by then within 0.1% of that of two separate 90° walls.
